# Why cancelled imprint can return during rapid cycling of a ferroelectric capacitor

**Definitions and conventions.** A ferroelectric film of thickness $d$ and permittivity $\varepsilon_f$ lies between two identical interface layers of thickness $\ell$ and permittivity $\varepsilon_i$, each touching a metal electrode. Fields are positive upward, and $V$ is the integral of the field from the bottom electrode to the top one. The stored state is $p=+1$ (polarization up) or $p=-1$.

Part of the remanent polarization is compensated by interface charge that reverses together with it. The uncompensated part has magnitude $P$. The slower traps considered here hold a charge $-M$ per area at the upper film surface and $+M$ at the lower one, so positive $M$ screens the up state. It is a sum over trap families, $M=\sum_i q_i$. Algebra is in atomic units; numbers are in the units used for devices.

Imprint is the shift of the hysteresis loop along the voltage axis. The question is how it can be brought to zero by a short storage in the opposite state and then come back, with its original sign, under pulses that favour neither state.

## From trapped charge to loop shift

Gauss's law at either film surface gives the same interface-layer field $E_i$:

$$\varepsilon_iE_i=\varepsilon_fE_f+4\pi(pP-M).$$

The voltage is $V=dE_f+2\ell E_i$. Inserting $E_i$ gives

$$V=LE_f+\frac{8\pi\ell}{\varepsilon_i}(pP-M),\qquad L=d+\frac{2\ell\varepsilon_f}{\varepsilon_i}.$$

If the film switches at a given internal field $E_f$, trapped charge changes the required voltage by $-V_{\rm imp}$, where

$$V_{\rm imp}=\frac{8\pi\ell}{\varepsilon_i}M .$$

For $M>0$ both switching voltages move to the negative side. Leaving the up state then takes a larger negative voltage, so the loop favours the state in which the charge was collected.

The traps respond to $E_i$. Solving the voltage equation for $E_f$ and inserting it in Gauss's law gives

$$\varepsilon_iE_i=\frac{\varepsilon_fV}{L}+4\pi(pP-M)\left(1-\frac{2\ell\varepsilon_f}{\varepsilon_iL}\right).$$

The last bracket equals $d/L$, by the definition of $L$. Hence

$$E_i=\frac{4\pi d}{\varepsilon_iL}F,\qquad F=pP-M+\frac{\varepsilon_fV}{4\pi d}.$$

The $-M$ in $F$ is a feedback: charge already trapped weakens the field that drives further trapping.

## The rate equation

Let the traps sit at the film surface and exchange electrons with the nearby electrode. The field shifts their levels by $\ell E_i$ relative to the electrode. If a family has a flat density $N_i$ of levels per area and energy, its occupation changes by $N_i\ell E_i$, because each small shift moves an equal number of levels through the Fermi edge. This holds while the edge stays several $k_BT$ inside the band. The equilibrium charge is therefore $\chi_iF$, with $\chi_i=4\pi d\ell N_i/(\varepsilon_iL)$.

Assume also that each family has one rate $k_i$, independent of field and of polarization state. Then

$$\frac{dq_i}{dt}=-k_i\left[q_i-\chi_i(D-gM)\right].$$

Here $D$ is the drive and $g\ge0$ is the feedback strength; the electrostatics above gives $g=1$. During storage at zero voltage $D=pP$. During pulses of height $V_p$ that fully switch the film, $D=\pm D_c$ with $D_c=P+\varepsilon_fV_p/(4\pi d)$. The two interfaces are taken as mirror images, so the two drives are equal and opposite.

## Independent memories

Feedback couples the families, so a single trap charge does not decay independently. Independent quantities do exist. Define $b_i=\sqrt{k_i\chi_i}$ and $x_i=q_i/b_i$. Since $k_i\chi_i/b_i=b_i$ and $M=b\cdot x$, division of the rate equation by $b_i$ gives

$$\frac{dx}{dt}=-Sx+bD,\qquad S=\mathrm{diag}(k)+g\,bb^{T}.$$

The matrix $S$ is symmetric, and $y^TSy=\sum_i k_iy_i^2+g(b\cdot y)^2>0$ for any nonzero $y$. It therefore has orthonormal eigenvectors $v_j$ and positive eigenvalues $\lambda_j$. Projecting on $v_j$ and defining $m_j=(b\cdot v_j)(v_j\cdot x)$,

$$M=\sum_j m_j,\qquad \frac{dm_j}{dt}=-\lambda_j(m_j-w_jD),\qquad w_j=\frac{(b\cdot v_j)^2}{\lambda_j}.$$

Each mode is a separate memory with a non-negative weight. If the $k_i$ are distinct and every $\chi_i>0$, no weight vanishes. An eigenvector with $b\cdot v=0$ would be an eigenvector of $\mathrm{diag}(k)$ and so have a single nonzero component, say the $i$th, but then $b\cdot v$ is proportional to $b_i\ne0$. Nor can two modes share a $\lambda$, since a combination of them would have $b\cdot v=0$.

## What brief opposite storage writes

Start from a neutral film and store it up for a time $t_1$. Each mode reaches $w_jP(1-e^{-\lambda_jt_1})$. Then store it down for $t_2$. The new target is $-w_jP$, and the distance from it decays as $e^{-\lambda_jt_2}$:

$$m_j=-w_jP+w_jP\left(2-e^{-\lambda_jt_1}\right)e^{-\lambda_jt_2}=w_jP\,a(\lambda_j),$$

$$a(\lambda)=-1+2e^{-\lambda t_2}-e^{-\lambda(t_1+t_2)}.$$

At $t_2=0$ every $a(\lambda_j)$ is positive, so $M>0$. At $t_2=t_1$ we have $a=-(1-e^{-\lambda t_1})^2$, so $M<0$. In between,

$$\frac{dM}{dt_2}=-P\sum_jw_j\lambda_je^{-\lambda_jt_2}\left(2-e^{-\lambda_jt_1}\right)<0 .$$

There is thus one cancelling time, and it is shorter than the first storage.

Zero total charge does not mean that the modes are empty. The derivative

$$\frac{da}{d\lambda}=e^{-\lambda t_2}\left[(t_1+t_2)e^{-\lambda t_1}-2t_2\right]$$

has a bracket that falls steadily from the positive value $t_1-t_2$ to a negative one. So $a$ starts at zero, rises, then falls towards $-1$, and crosses zero once, at some $\lambda^*>0$. Modes slower than $\lambda^*$ still remember the up state; faster modes have been rewritten by the down state. When $e^{-\lambda^*t_1}$ is negligible, $2e^{-\lambda^*t_2}=1$, so the dividing memory time is $1/\lambda^*=t_2/\ln2$.

## Why rapid cycling uncovers the first state

Let the pulses be symmetric, with a period $T$ short compared with every $1/\lambda_j$. The drive then averages to zero and each mode decays freely:

$$M(t)=P\sum_jw_ja_je^{-\lambda_jt},\qquad \sum_jw_ja_j=0,$$

where $a_j=a(\lambda_j)$. Multiply by $e^{\lambda^*t}$:

$$e^{\lambda^*t}M(t)=P\sum_jw_ja_je^{(\lambda^*-\lambda_j)t}.$$

The positive terms have $\lambda_j<\lambda^*$ and grow. The negative terms have $\lambda_j>\lambda^*$ and shrink in magnitude. Their sum was zero at the start, so it is positive at every later time. With two or more distinct modes, the imprint must return with its original sign.

The same step shows that it returns once. In

$$e^{\lambda^*t}\frac{dM}{dt}=-P\sum_j\lambda_jw_ja_je^{(\lambda^*-\lambda_j)t}$$

every term decreases with time, apart from a possible constant zero term at $\lambda_j=\lambda^*$. The initial value is positive: because $\sum_jw_ja_j=0$, it equals $-P\sum_j(\lambda_j-\lambda^*)w_ja_j$, and $(\lambda_j-\lambda^*)a_j\le0$. At late times the slowest mode makes it negative. So $M$ has one maximum and then fades. With a single mode, $M=0$ means that this mode is empty, and nothing returns.

Averaging needs a condition. In steady cycling a mode swings between $-s_j$ and $+s_j$, where one half-period gives $s_j=w_jD_c-(w_jD_c+s_j)e^{-\lambda_jT/2}$. Solving,

$$s_j=w_jD_c\tanh(\lambda_jT/4).$$

For periods short compared with every mode time the tanh is close to its argument. Since $\sum_jw_j\lambda_j=b\cdot b=\sum_ik_i\chi_i$, the total half-swing is $D_cT\sum_ik_i\chi_i/4$. The sign statement concerns the mean over a cycle, once this swing is small beside it.

## Two families in numbers

Take $d=10$ nm, $\ell=0.8$ nm, $\varepsilon_f=30$, $\varepsilon_i=20$ and $P=4$ μC/cm². At 358 K, barriers of 1.00 and 1.25 eV with an attempt rate of $10^{13}$ s⁻¹ give trap times $1/k$ of 12.0 s and 39,500 s. The responses are $\chi=0.40$ (fast) and $0.30$ (slow). With $g=1$ the mode times are 8.54 s and 32,560 s, with weights 0.2857 and 0.1260. Feedback shortens both times.

After storage for 100,000 s, the mode sum gives

$$M=4\left[0.2857+0.1260\,(1-e^{-100000/32560})\right]\approx1.62\ \mu{\rm C/cm^2}.$$

In SI form the loop shift is $2\ell M/(\epsilon_0\varepsilon_i)$, or 90.35 mV for each μC/cm². The first imprint is therefore 147 mV, or 0.126 MV/cm over the 11.6 nm stack.

Opposite storage cancels it in 10.6 s, about one ten-thousandth of the first storage time. The dividing memory time is $10.58/\ln2=15.3$ s, which lies between the two mode times. The mode factors are $-0.4203$ and $0.9530$, and indeed $0.2857\times0.4203=0.1260\times0.9530=0.120$. In terms of traps, the fast family holds $-0.673$ μC/cm² and the slow one $+0.673$. The slow charge was also 0.673 before the reversal: the brief storage has masked it, not removed it.

For two modes that cancel, the return has the closed form

$$M(t)=B\left(e^{-\lambda_st}-e^{-\lambda_ft}\right),\qquad B=Pw_sa_s=0.480\ \mu{\rm C/cm^2},$$

with subscripts $s$ and $f$ for slow and fast. Setting the derivative to zero gives

$$t_{\rm pk}=\frac{\ln(\lambda_f/\lambda_s)}{\lambda_f-\lambda_s}\approx8.54\,\ln\frac{32560}{8.54}\approx70\ {\rm s}.$$

The imprint is 4.8 mV after 1 s of cycling, 30 mV after 10 s and 43.3 mV (0.037 MV/cm) at the peak. That is 30% of the first imprint. Half the peak is left after 22,600 s.

The fast traps do not lose all their opposing charge. At the peak they still hold $-0.192$ μC/cm², because the slow charge itself drives them: once they follow it, $q_f\approx-g\chi_fM$. Substitution in $M=q_s+q_f$ gives

$$M_{\rm pk}\approx\frac{q_s}{1+g\chi_f}=\frac{0.6726}{1.40}=0.480\ \mu{\rm C/cm^2},$$

against the full result of 0.479. What disappears is the excess left by the opposite storage; an induced screening charge remains.

Two controls, both started from the cancelled state, separate the causes. If the fast charge is frozen during cycling, the slow charge decays alone and $M$ becomes negative, reaching $-0.498$ μC/cm² after 100,000 s. If the slow charge is frozen, $M$ settles at $+0.480$ and stays there. The return needs fast loss, and its later disappearance needs slow loss.

For pulses of 1.8 V the drive is $D_c=8.78$ μC/cm². At a period of 10 μs the half-swing is only $7\times10^{-7}$ μC/cm². Following all $7.04\times10^6$ square cycles up to the peak, instead of averaging them, changes the mean $M$ by less than one part in $10^4$. At a period of 100 s the half-swing is 2.5 μC/cm², five times the peak of the return. The loop then mainly records the latest half-cycle.

## Short first storage, and real erasure

If the first storage is short for the slow mode, $\lambda_s(t_1+t_2)\ll1$, expansion of the exponentials gives $a_s\approx\lambda_s(t_1-t_2)$. The return is then small, because little was written in the slow memory. Its size grows in proportion to $t_1-t_2$ until the slow mode begins to saturate.

To erase the slow mode one must make $a_s$ vanish, not $M$. The condition $e^{-\lambda_st_2}(2-e^{-\lambda_st_1})=1$ gives

$$t_2=\frac{\ln(2-e^{-\lambda_st_1})}{\lambda_s}\approx2.2\times10^4\ {\rm s}$$

for the same first storage. Right after this treatment the loop is strongly shifted the other way, by the fast mode. Rapid symmetric cycling for several times 8.54 s then removes that shift and leaves no slow remainder. A zero loop shift measured immediately after opposite storage is thus a poor sign of erasure in this model. For two modes with known times, one recipe that works is to overshoot first and cycle afterwards.

## Beside a real capacitor

The parameters are rough values in the regime of a 10 nm hafnium zirconium oxide capacitor, with a total remanent polarization of 20 μC/cm². The returned field is small beside a coercive field of roughly 1 MV/cm, so by itself it would bias the loop without destroying a state. The required trap densities, $6.9\times10^{13}$ and $5.1\times10^{13}$ cm⁻² eV⁻¹, are high for an oxide interface. Lowering both in proportion reduces the returned imprint here; lowering only the fast one moderately can raise it, because the fast traps then screen the slow charge less. If the fast density is too low, its traps cannot balance the slow charge; the opposite storage must then last long enough to rewrite part of the slow charge, and the return shrinks again. The interface field during a pulse is 4.0 MV/cm at $M=0$, close enough to rough breakdown fields that damage and new traps cannot be dismissed. The field in the film during a 1.8 V pulse falls from 1.74 to 1.16 MV/cm as the film switches, barely above the rough coercive field, so full switching in every half-cycle is an assumption. Holding 2 MV/cm in the switched film would take 2.8 V and raise the interface field to 5.3 MV/cm. Over seven million cycles, wake-up or fatigue could also change the loop; the model contains neither. The depolarizing field in storage is 0.29 MV/cm at $M=0$. It rises to about 0.41 MV/cm just after the reversal, when the old trap charge adds to it, and is still below the rough coercive field.

The size of the return depends strongly on the assumption of field-independent rates. Suppose a field lowers every barrier by the field times a hop length of 0.1 nm, with rates referred to the initial storage field. The peak then falls from 43 to 30 mV and comes at 26 s. Most of the fall follows from the feedback. In the half-cycle where $M$ adds to the driving field, $|F|=D_c+M$ and the rate is higher; in the other it is lower. To first order the rates are proportional to $1\pm\gamma M$, where $\gamma D_c$ is the barrier lowering in the pulse divided by $k_BT$. The rate-weighted mean of $F$ is then

$$\tfrac12\left[(1-\gamma M)(D_c-M)-(1+\gamma M)(D_c+M)\right]=-(1+\gamma D_c)M .$$

With 0.040 eV of lowering and $k_BT=0.031$ eV, the effective feedback is about 2.3 instead of 1. The estimate $q_s/(1+2.3\times0.40)$ gives about 32 mV. Stronger field activation suppresses the return further: with a hop of 0.4 nm, so that half of the level shift lowers the barrier, the peak is about 14 mV and comes within 2 s.

The switching charge may also screen the trapped charge. If it responds linearly, much faster than the traps but slowly compared with the loop measurement, it reduces $P_{\rm total}p-M$ by a common factor, so that $g=P/P_{\rm total}=0.20$. The loop shift is then set by $gM$, provided that the part of this charge which compensates $P_{\rm total}$ still reverses as the film switches and only its response to $M$ is slow. If all of it were slow, a fast loop taken at $M=0$ would be shifted by about 1.45 V. The 10 μs pulses would also meet the full 20 μC/cm², leaving almost no field in the switched film and about 11 MV/cm in the interface layer. The peak is then 16 mV, at 90 s. In both variants the sign of the return survives while its size does not.

Temperature changes the two trap times by different factors, because the barriers differ. With the barriers and attempt rate held fixed, the trap times at 300 K are $6.3\times10^3$ s and $1.0\times10^8$ s. If the whole sequence ran at 300 K, a first storage of 100,000 s would write very little in the slow traps, and the return would be only about 0.05 mV. A device cancelled at 358 K and then cycled at 300 K would look nearly corrected for the first few minutes (about 3 mV after 5 minutes, 14 mV after 30) while the hidden imprint emerged. Unequal layer thicknesses or trap densities alone do not spoil the averaging, because reversing both polarization and voltage still reverses every drive. A built-in voltage, as from unequal electrodes, or trapping rates that are higher in one polarization state at both interfaces, would break the balance between the two half-cycles. Cycling could then create an imprint of its own, and the sign argument would no longer suffice. The remaining values are in the numerical output.

## Calculated quantities

```
film, each interface layer: 10.0, 0.8 nm
permittivity film, layer: 30, 20
polarization total, uncompensated: 20.0, 4.0 uC/cm2
temperature: 358 K; attempt rate: 1e+13 1/s
barriers fast, slow: 1.00, 1.25 eV
chi fast, slow: 0.40, 0.30
trap times 1/k fast, slow: 11.96, 39536 s
mode times fast, slow: 8.54, 32560 s
mode weights fast, slow: 0.2857, 0.1260
mode memory a fast, slow: -0.4203, 0.9530
imprint per trap charge: 90.35 mV per uC/cm2
first storage: 100000 s
after it q fast, slow, M: 0.9505, 0.6732, 1.6237 uC/cm2
imprint after first storage: 146.7 mV
cancelling opposite storage t2: 10.58 s
mode time dividing old from new memory: 15.26 s
at cancellation q fast, slow: -0.6726, 0.6726 uC/cm2
pulse: 1.8 V; period: 10 us; drive: 8.78 uC/cm2
cycling time s | q fast | q slow | M uC/cm2 | imprint mV
       1 | -0.6195 | 0.6726 | 0.0531 | 4.80
       3 | -0.5303 | 0.6726 | 0.1423 | 12.85
      10 | -0.3411 | 0.6724 | 0.3313 | 29.93
      30 | -0.2064 | 0.6720 | 0.4656 | 42.07
     100 | -0.1916 | 0.6706 | 0.4789 | 43.27
    1000 | -0.1864 | 0.6523 | 0.4659 | 42.09
   10000 | -0.1414 | 0.4948 | 0.3534 | 31.93
  100000 | -0.0089 | 0.0312 | 0.0223 | 2.01
peak time: 70.4 s; cycles to peak: 7.044e+06
at peak q fast, slow, M: -0.1919, 0.6712, 0.4792 uC/cm2
peak returned imprint: 43.30 mV = 0.0373 MV/cm
returned fraction of first imprint: 0.295
separated-rate estimate of peak M: 0.4804 uC/cm2
time at which half the peak is left: 22648 s
fast frozen, M after 1e5 s: -0.4981 uC/cm2
slow frozen, M after 1e4 s: 0.4804 uC/cm2
half-swing at 10 us period: 7.35e-07 uC/cm2
half-swing at 100 s period: 2.495 uC/cm2
field-lowered barriers, hop length: 0.1 nm
  cancelling time, peak time: 9.42, 25.6 s
  peak returned imprint: 30.36 mV
trap charge screened too, g: 0.20; t2: 18.14 s
  peak returned imprint: 16.33 mV at 90.0 s
layer field in storage, pulse: 1.82, 4.00 MV/cm
depolarizing field in film at M=0: 0.291 MV/cm
trap density fast, slow: 6.85e+13, 5.14e+13 1/(cm2 eV)
level shift storage, pulse: 0.146, 0.320 eV
tunnel barrier, mass: 2.0 eV, 0.3 m_e
tunnelling time through layer: 5.7e-11 s
Poole-Frenkel saddle distance in pulse: 0.95 nm
trap times at 300 K fast, slow: 6.30e+03, 9.98e+07 s
```
